# Interaction energy of a cubic dipole lattice at zero macroscopic field, part 2

A fixed dipole $\mathbf p$ is repeated at every site $\mathbf R$ of a lattice with one site per primitive cell of volume $V$. The polarization is $\mathbf P=\mathbf p/V$. Equations are in Gaussian units, with $\mathbf E=-\nabla\phi$ and $\nabla^2\phi=-4\pi\rho$ for charge density $\rho$. The potential $\phi$ is periodic, so the macroscopic field is zero.

The interaction energy $U$ is the electrostatic energy per cell minus the self-energy of one dipole. The local field $\mathbf E_{\rm loc}$ leaves out the dipole's own field, and $U=-\tfrac12\mathbf p\cdot\mathbf E_{\rm loc}$. For a cubic lattice $\mathbf E_{\rm loc}$ is the Lorentz field:

$$\mathbf E_{\rm loc}=\frac{4\pi\mathbf p}{3V}=\frac{4\pi}{3}\mathbf P. \tag{10}$$

$$U=-\frac{2\pi p^2}{3V}. \tag{1}$$

For any lattice $\mathbf E_{\rm loc}=T\mathbf p$, with a symmetric tensor $T$. With $g$ a normalized Gaussian of width $s$ that smears each dipole,

$$\operatorname{Tr}T=\lim_{s\to0}\Big[4\pi g(0)-4\pi\sum_{\mathbf R}g(R)+\frac{4\pi}{V}\Big]=\frac{4\pi}{V}. \tag{21}$$

The average of $U$ over three perpendicular directions of $\mathbf p$ is therefore the cubic value for the same $V$, but $U$ for one direction is not fixed by $V$.

The periodic potential $\Psi$, of zero average, belongs to a unit charge at every site with a uniform neutralizing background. Its regular part near the origin is $\psi=\Psi-1/r$. In a cubic lattice,

$$\psi(\mathbf r)=\psi_0+\frac{2\pi}{3V}r^2+h_4(\mathbf r)+O(r^6), \tag{14}$$

where $\psi_0$ is a constant and $h_4$ is of fourth degree with zero Laplacian. For charges $-q$ and $+q$ separated by $\mathbf d$, with $p=qd$,

$$U_{\rm pair}=q^2[\psi_0-\psi(\mathbf d)]=-\frac{2\pi q^2d^2}{3V}-q^2h_4(\mathbf d)+O(d^6). \tag{17}$$

For short pairs along [100], with $d$ equal to 0.02 cube edges, $UV/p^2$ is $-2.09564$ in the simple cubic and $-2.09377$ in the body-centred lattice. The point-dipole value is $-2.09440$.

### Cubic symmetry of the crystal is not sufficient

The derivation of (10) needs a cubic arrangement of equal dipoles around each dipole. A crystal can be cubic while some of its sites lack such surroundings. Consider the field of a simple cubic lattice of unit dipoles along $z$ at points between the sites. At the body centre it is 4.1888, the Lorentz value, because the sites are arranged cubically about that point. At the face centre $(\tfrac12,\tfrac12,0)$ it is $-4.4789$, and at $(\tfrac12,0,\tfrac12)$ it is $8.5227$.

When the three kinds of face centre carry the same dipole as the corners, the lattice is face-centred cubic. The faces then act on a corner with $-4.4789+2\times8.5227=12.5665$, which is three Lorentz fields of the simple cubic lattice within rounding. When the dipoles on the faces differ from one another or from those at the corners, some sites no longer feel the Lorentz field of the total polarization (with three equal face dipoles the corner still does, but the faces do not), and a separate field tensor is needed for each pair of sublattices.

A periodic supercell with a single dipolar defect meets the condition if the supercell lattice is cubic. The defect itself may have low symmetry, because what matters is the arrangement of its images.

### The first correction for a finite dipole

The term $h_4$ in (17) can be expressed by a lattice sum. The fourth derivatives of $1/|\mathbf r-\mathbf R|$ fall off as $R^{-5}$, so their sum over sites converges absolutely. The difference between this sum and the same derivative of $\Psi$ is periodic, has no singularity and obeys Laplace's equation, so it is a constant. To find the constant, smear each charge into a narrow Gaussian, so that both functions are finite everywhere. The derivative of the periodic $\Psi$ then averages to zero over a cell. The cell average of the lattice sum is $1/V$ times the integral of one of its terms over all space. That integral is a surface integral of third derivatives, which fall off as $R^{-4}$, so it vanishes too. The constant is zero, and the fourth-degree part of $\psi$ comes from the other charges alone. The Legendre expansion of $1/|\mathbf r-\mathbf R|$ then gives

$$h_4(\mathbf r)=r^4\sum_{\mathbf R\neq0}\frac{P_4(\cos\gamma_{\mathbf R})}{R^5}, \tag{23}$$

where $\gamma_{\mathbf R}$ is the angle between $\mathbf r$ and $\mathbf R$.

Its direction dependence is fixed by symmetry. A homogeneous fourth-degree polynomial with the symmetry of the cube has the form $a_4(x^4+y^4+z^4)+b_4r^4$, with Laplacian $(12a_4+20b_4)r^2$. This vanishes for $b_4=-3a_4/5$. Let $L$ be the cube edge and $S_4/L^5$ the value of the sum in (23) for $\mathbf r$ along [100]. There the polynomial is $\tfrac25a_4r^4$, so $a_4=5S_4/(2L^5)$ and

$$h_4(\mathbf r)=\frac{S_4r^4}{L^5}\Big[\frac52(n_x^4+n_y^4+n_z^4)-\frac32\Big],\qquad \mathbf n=\frac{\mathbf r}{r}. \tag{24}$$

The bracket is $1$ along [100] and $\tfrac56-\tfrac32=-\tfrac23$ along [111]. For the simple cubic lattice, direct summation out to $R=30L$ gives $S_4=3.1082$. The fourth-order coefficients found from the full energy of unit-charge pairs with $d=0.1L$ are $-3.1143$ along [100] and $2.0619$ along [111]. Both lie within 1 % of $-S_4$ and $+\tfrac23S_4$.

For $V=L^3$, the ratio of the fourth-order to the second-order energy along [100] is

$$\frac{S_4d^4/L^5}{2\pi d^2/(3L^3)}=\frac{3S_4}{2\pi}\Big(\frac dL\Big)^2. \tag{25}$$

### Screening by a host

Suppose that the dipoles are source charges in a uniform, isotropic, linear dielectric of constant $\varepsilon$. Poisson's equation becomes $\varepsilon\nabla^2\phi=-4\pi\rho$, where $\rho$ contains the source charge alone. Each Fourier coefficient of $\phi$ is divided by $\varepsilon$, and so is the electrostatic free energy $\tfrac12\int\rho\phi\,d^3r$. The isolated dipole in the same medium is screened in the same way. Hence

$$U=-\frac{2\pi p^2}{3\varepsilon V}. \tag{26}$$

The energy of an isolated defect is estimated by removing the interaction with the images:

$$E_{\rm isolated}\simeq E_{\rm periodic}-U=E_{\rm periodic}+\frac{2\pi p^2}{3\varepsilon V}. \tag{27}$$

In a cubic cell the correction is positive. If the ions relax in the calculation, $\varepsilon$ is the static constant. If they are held fixed, it is the clamped-ion constant.

### Example: a neutral pair in yttrium iron garnet

In yttrium iron garnet (YIG), calcium on an yttrium site has the nominal charge $-e$ relative to the host, and silicon on a tetrahedral iron site has $+e$. Neighbouring sites of these two kinds are $a/4$ apart along a cube axis, where $a$ is the edge of the conventional cell. The model places point charges $\mp e$ on them in a uniform dielectric. It is not an electronic-structure calculation. Rough typical inputs are $a=1.24$ nm, $\varepsilon=15$ for relaxed ions and $\varepsilon=5$ for clamped ions.

Then $d=0.310$ nm and $V=a^3=1.9066\ \mathrm{nm^3}$. With $e^2=1.43996$ eV nm in Gaussian form, the unscreened energy in the conventional cell is

$$U_1=-\frac{2\pi(1.43996)(0.310)^2}{3(1.9066)}\ \mathrm{eV}=-0.1520\ \mathrm{eV}, \tag{28}$$

or $-0.005586$ hartree. Division by 5 gives $-30.4$ meV for clamped ions, and division by 15 gives $-10.1$ meV for relaxed ions. By (27), about 10 meV is to be added to the energy of a relaxed calculation in this cell. The field of the images at the pair is 0.65 MV/cm in the point-dipole approximation. It belongs to the periodic calculation and is absent around an isolated pair.

The table gives the image energy for other supercells, with the pair and $\varepsilon=15$ held fixed. The last column is the full lattice sum over the two charges. The decimals serve only to compare the cells with one another; the model itself is much less accurate.

| Supercell | Point dipole (meV) | Charge pair (meV) |
|---|---|---|
| conventional | −10.13 | −11.09 |
| primitive, body-centred | −20.27 | −19.44 |
| 2×2×2 | −1.27 | −1.30 |
| 1×1×2, $\mathbf p$ on a short axis | −10.93 | −11.73 |
| 1×1×2, $\mathbf p$ on the long axis | 6.65 | 6.10 |

In the three cubic cells the point-dipole energy follows $1/V$. Doubling the cell along one axis does not halve it. For a dipole on a short axis the image energy grows slightly, and for a dipole on the long axis it changes sign. The average over the three axes, $(-2\times10.93+6.65)/3=-5.07$ meV, is half the value of the conventional cell, as (21) requires. Applying the cubic formula to this elongated cell would give $-5.07$ meV for either direction. For the long axis that has the wrong sign.

The charge pair in the conventional cell has an image energy 9.4 % larger in magnitude than the point dipole. Equation (25) with $d/L=1/4$ accounts for $3(3.1082)/(2\pi\times16)=9.3$ %. In the 2×2×2 cell $d/L$ is halved, and the fourth-order share falls to a quarter of this. In the body-centred cell the deviation has the opposite sign, as it had for the short pairs in that lattice below (17).

### Local screening

A uniform dielectric cannot describe the screening within a few tenths of a nanometre of the pair. A simple model shows how much this may matter. Put the dipole at the centre of an empty sphere of radius $b$ in the dielectric. With $\theta$ measured from $\mathbf p$, the potentials are

$$\phi_{\rm in}=\Big(\frac p{r^2}+Ar\Big)\cos\theta,\qquad \phi_{\rm out}=\frac B{r^2}\cos\theta .$$

Continuity of $\phi$ at $r=b$ gives $Ab^3=B-p$. Continuity of $\varepsilon\,\partial\phi/\partial r$ gives $-2p+Ab^3=-2\varepsilon B$. Eliminating $A$,

$$B=\frac{3p}{2\varepsilon+1}. \tag{29}$$

A dipole $p_{\rm eff}$ without a cavity would have the outer potential $p_{\rm eff}\cos\theta/(\varepsilon r^2)$. The distant field is thus that of $p_{\rm eff}=\varepsilon B=3\varepsilon p/(2\varepsilon+1)$.

The cavity also changes the field that the dipole receives. In an external field $E_0$, let the inner potential be $-Fr\cos\theta$ and the outer one $(-E_0r+C/r^2)\cos\theta$. Continuity of $\phi$ gives $C/b^3=E_0-F$. Continuity of the normal displacement gives $F=\varepsilon(E_0+2C/b^3)=\varepsilon(3E_0-2F)$, so

$$F=\frac{3\varepsilon}{2\varepsilon+1}E_0. \tag{30}$$

The interaction of two distant dipoles in such cavities is therefore multiplied by

$$\Big(\frac{3\varepsilon}{2\varepsilon+1}\Big)^2. \tag{31}$$

This is 2.11 for $\varepsilon=15$ and 1.86 for $\varepsilon=5$. The relaxed-ion image energy would become about $-21$ meV instead of $-10$ meV. An empty cavity with a sharp wall is itself a crude picture, and its images here are not far away compared with the pair. The factor is one estimate of the uncertainty, neither a bound nor an improved result, and it depends strongly on the local picture. A point dipole on one site of a cubic lattice of polarizable points, which obeys the Clausius–Mossotti relation, would instead have the factor $((\varepsilon+2)/3)^2$, about 32 for $\varepsilon=15$. It shows that the nominal charge times the distance is a weak point of the model. The dipole that belongs in (26) is the one that describes the distant potential of the defect in its host.

### Induced dipoles and temperature

The defect may be more polarizable than the host it replaces. Let $\alpha$ be its extra polarizability and $m$ the extra dipole induced along $\mathbf p$. In a cubic cell with $T=4\pi/(3\varepsilon V)$, the energy per cell is

$$W(m)=\frac{m^2}{2\alpha}-\frac T2(p+m)^2. \tag{32}$$

The first term is the cost of polarizing the defect. Setting $dW/dm=0$ gives $m=\alpha T(p+m)$, hence $p+m=p/(1-\alpha T)$ and $m=\alpha Tp/(1-\alpha T)$. Inserting these,

$$W=\frac{Tp^2}{2(1-\alpha T)^2}(\alpha T-1)=-\frac{Tp^2}{2(1-\alpha T)}. \tag{33}$$

The minimum exists for $\alpha T<1$. Here $\alpha$ is the response to the field of the continuum model. With a rough $\alpha=0.003\ \mathrm{nm^3}$ and $\varepsilon=15$, the energy changes by 0.04 %. If the same value is read as a bare ionic polarizability in a lattice of polarizable points, the Lorentz local field multiplies $\alpha T$ by about $((\varepsilon+2)/3)^2\approx32$, and the change is about 1.4 %. In both readings fixed dipoles are a good assumption for these inputs.

The screened attraction within the pair is $e^2/(\varepsilon d)=1.43996/(15\times0.310)=0.310$ eV, in the same continuum model. At 300 K, $kT=0.0259$ eV, twelve times less. Thermal energy is thus small compared with the attraction that holds the pair together. This comparison alone does not determine how many pairs are dissociated in a dilute sample, which also depends on entropy.

### The model beside the material

The cube edge is close to that of real YIG, and the dielectric constants are of the usual size for this garnet, with one or two significant figures. The image energy is a property of the periodic calculation: a real sample contains no cubic lattice of equal, parallel pairs, and the correction (27) is an estimate of this artefact. Uniform screening down to the distance of neighbouring ions is a weak assumption of the model. Replacing it by the cavity model moves the relaxed-ion correction from about 10 to about 21 meV. Using the clamped-ion constant for a relaxed calculation would change it from 10 to 30 meV. Both changes exceed the effect of finite pair length in the conventional cell. If the effective dipole and $\varepsilon$ stay fixed, enlarging the cell equally in all three directions reduces the leading electrostatic image error as $1/V$, whatever their values. The remaining printed values are in the numerical output.

## Calculated quantities

```
LATTICE TESTS, cube edge 1, dipole 1
Lorentz field 4 pi/3: 4.18879
smeared lattice minus own field: 4.18879
energy coefficient -2 pi/3: -2.09440
U V/p^2, short pairs, sc: -2.09564
U V/p^2, short pairs, bcc: -2.09377
U V/p^2, short pairs, fcc: -2.09364
short pair length / cube edge: 0.02
needle sum of fields: 4.1736
disc sum of fields: -8.2729
disc limit -8 pi/3: -8.3776
quartic lattice sum S4: 3.1082
quartic coefficient, pair on [100]: -3.1143
quartic coefficient, pair on [111]: 2.0619
1x1x2 field tensor, short axis: 4.5163
1x1x2 field tensor, long axis: -2.7493
1x1x2 trace: 6.2832
sc field at body centre: 4.1888
sc field at (1/2,1/2,0), p on z: -4.4789
sc field at (1/2,0,1/2), p on z: 8.5227
YIG EXAMPLE, rough inputs
cube edge a: 1.24 nm
cell volume V: 1.9066 nm^3
pair length a/4: 0.310 nm
dipole: 0.310 e nm
e^2 in Gaussian form: 1.43996 eV nm
eps static, clamped: 15, 5
U unscreened: -0.1520 eV = -0.005586 hartree
U clamped ions: -30.40 meV
U static: -10.13 meV
image field, static: 0.654 MV/cm
Static image energy: point dipole / full pair
conventional: -10.13 / -11.09 meV
primitive bcc: -20.27 / -19.44 meV
2x2x2: -1.27 / -1.30 meV
1x1x2, p on short axis: -10.93 / -11.73 meV
1x1x2, p on long axis: 6.65 / 6.10 meV
NEGLECTED EFFECTS
finite pair length, conventional: 9.4 %
cavity factor, static: 2.11
cavity factor, clamped: 1.86
defect polarizability, rough: 0.003 nm^3
its relative effect on U: 0.044 %
screened pair attraction: 0.310 eV
kT at 300 K: 0.0259 eV
```
